# Solomon Equations and the Steady-State Overhauser Enhancement of a Dipolar Spin Pair, part 1

(Sections cited here and not found follow in the second part.)

## First half: from transition rates to polarizations

Two different nuclei of spin 1/2, called I and S, sit at a fixed distance \(r\) in a molecule that tumbles in a liquid. The static field \(B_0\) points along \(z\). Spin I will be irradiated and spin S observed; in the applications I is a proton. The problem asks how the polarizations of the two spins relax together, and what happens to the signal of S when I is saturated.

The gyromagnetic ratios \(\gamma_I\) and \(\gamma_S\) carry their signs. With the signed frequencies \(\omega_I=-\gamma_IB_0\) and \(\omega_S=-\gamma_SB_0\), the Zeeman energies are

\[
E=\hbar(\omega_Im_I+\omega_Sm_S),\qquad m_I,m_S=\pm\tfrac12 .
\]

The letter \(\alpha\) stands for \(m=+1/2\) and \(\beta\) for \(m=-1/2\), with spin I written first. The four states are numbered

\[
1=\alpha\alpha,\quad 2=\alpha\beta,\quad 3=\beta\alpha,\quad 4=\beta\beta .
\]

Any scalar coupling is taken to be far smaller than the Zeeman frequencies and their sum and difference, so it is dropped from the energies. Relaxation is slow compared with all these frequencies, so populations evolve separately from coherences.

Relaxation causes transitions between the states. The rate constant is \(W_0\) for the flip-flop \(2\leftrightarrow3\), and \(W_2\) for the double flip \(1\leftrightarrow4\). A flip of I alone (\(1\leftrightarrow3\) and \(2\leftrightarrow4\)) has the rate constant \(W_{1I}\), and a flip of S alone (\(1\leftrightarrow2\) and \(3\leftrightarrow4\)) has \(W_{1S}\).

### (a) Which populations does relaxation drive to zero?

**Question.** The surroundings are at temperature \(T\), and the Zeeman energies are far smaller than \(kT\). Show how the requirement of thermal equilibrium turns the rate constants into a linear equation for the populations.

**Solution.** Let \(P_a\) be the population of state \(a\), and \(w(b\to a)\) the probability per unit time of a transition from \(b\) to \(a\). Then

\[
\frac{dP_a}{dt}=\sum_b\left[w(b\to a)P_b-w(a\to b)P_a\right].
\]

If forward and backward rates were equal, all populations would become equal, which is equilibrium at infinite temperature. At temperature \(T\) each pair of states must be in balance when \(P_a^{\rm eq}\propto e^{-E_a/kT}\). This is achieved by

\[
w(b\to a)=W_{ab}\,e^{(E_b-E_a)/2kT},\qquad W_{ab}=W_{ba},
\]

because \(w(b\to a)P_b^{\rm eq}\) is then proportional to \(W_{ab}e^{-(E_a+E_b)/2kT}\), which is symmetric in \(a\) and \(b\).

Write \(P_a=\tfrac14+p_a\), where \(p_a\) is of first order in energy over \(kT\), and set \(\delta=(E_b-E_a)/kT\). The net flow from \(b\) to \(a\) is, to first order,

\[
W_{ab}\left[\left(1+\tfrac{\delta}{2}\right)\left(\tfrac14+p_b\right)-\left(1-\tfrac{\delta}{2}\right)\left(\tfrac14+p_a\right)\right]
\simeq W_{ab}\left[p_b-p_a+\tfrac{\delta}{4}\right].
\]

The products \(\delta p\) have been dropped as second-order terms. The four Zeeman energies add up to zero, so the normalized Boltzmann populations are \(P_a^{\rm eq}\simeq\tfrac14-E_a/4kT\). Therefore \(p_b^{\rm eq}-p_a^{\rm eq}=-\delta/4\). With the deviation \(q_a=P_a-P_a^{\rm eq}\), the flow becomes \(W_{ab}(q_b-q_a)\), and

\[
\frac{dq_a}{dt}=\sum_bW_{ab}(q_b-q_a).
\]

The rate constants are now symmetric, and the temperature enters through the equilibrium populations. Dividing the Boltzmann factor differently between the two directions would multiply both rates by a common factor \(1+O(\delta)\). This changes the flow in second order, so the equation does not depend on the division chosen.

### (b) What equations do the polarizations obey?

**Question.** Let \(I=\langle I_z\rangle\) and \(S=\langle S_z\rangle\), with equilibrium values \(I_0\) and \(S_0\). Find \(dI/dt\) and \(dS/dt\) in terms of \(W_0\), \(W_{1I}\), \(W_{1S}\) and \(W_2\).

**Solution.** Written out for the four states, the result of (a) is

\[
\begin{aligned}
\dot q_1&=W_{1S}(q_2-q_1)+W_{1I}(q_3-q_1)+W_2(q_4-q_1),\\
\dot q_2&=W_{1S}(q_1-q_2)+W_{1I}(q_4-q_2)+W_0(q_3-q_2),\\
\dot q_3&=W_{1S}(q_4-q_3)+W_{1I}(q_1-q_3)+W_0(q_2-q_3),\\
\dot q_4&=W_{1S}(q_3-q_4)+W_{1I}(q_2-q_4)+W_2(q_1-q_4).
\end{aligned}
\]

The deviations of the polarizations from equilibrium are

\[
\Delta I=I-I_0=\tfrac12(q_1+q_2-q_3-q_4),\qquad
\Delta S=S-S_0=\tfrac12(q_1-q_2+q_3-q_4).
\]

Adding and subtracting these two definitions gives

\[
q_1-q_4=\Delta I+\Delta S,\qquad q_2-q_3=\Delta I-\Delta S .
\]

Now add the first two rate equations. The terms in \(W_{1S}\) cancel, since a flip of S leaves I unchanged:

\[
\dot q_1+\dot q_2=-W_{1I}(q_1+q_2-q_3-q_4)-W_2(q_1-q_4)-W_0(q_2-q_3).
\]

The total population is constant, so \(\dot q_3+\dot q_4=-(\dot q_1+\dot q_2)\), and therefore \(d\Delta I/dt=\dot q_1+\dot q_2\). Substitution gives

\[
\frac{d\Delta I}{dt}=-2W_{1I}\Delta I-W_2(\Delta I+\Delta S)-W_0(\Delta I-\Delta S).
\]

For S, add the first and third equations. The terms in \(W_{1I}\) cancel, while the flip-flop enters with the opposite sign, because it raises one spin and lowers the other:

\[
\frac{d\Delta S}{dt}=\dot q_1+\dot q_3=-2W_{1S}\Delta S-W_2(\Delta I+\Delta S)+W_0(\Delta I-\Delta S).
\]

Collecting terms gives the Solomon equations,

\[
\begin{aligned}
\frac{dI}{dt}&=-\rho_I(I-I_0)-\sigma(S-S_0),\\
\frac{dS}{dt}&=-\rho_S(S-S_0)-\sigma(I-I_0),
\end{aligned}
\]

with

\[
\rho_I=W_0+2W_{1I}+W_2,\qquad \rho_S=W_0+2W_{1S}+W_2,\qquad \sigma=W_2-W_0 .
\]

The cross-relaxation rate \(\sigma\) is a difference. A double flip changes both polarizations in the same direction, and a flip-flop changes them in opposite directions. Single flips do not carry polarization from one spin to the other.

The two equations close because both S transitions have the same rate constant, and likewise both I transitions. Suppose instead that the rate constants of the S transitions were \(w\) for \(1\leftrightarrow2\) and \(w'\) for \(3\leftrightarrow4\). With \(Q=\tfrac12(q_1-q_2-q_3+q_4)\), one has \(q_1-q_2=\Delta S+Q\) and \(q_3-q_4=\Delta S-Q\). The single flips would then contribute \(-(w+w')\Delta S-(w-w')Q\) to \(d\Delta S/dt\), and a third variable would enter. Interference between dipolar relaxation and relaxation by shift anisotropy can cause such a difference. It is assumed absent here.

### (c) What does irradiation of I do to S?

**Question.** A radio-frequency field drives both I transitions with equal rate constants \(R\) in the two directions. Find the steady value of \(S\), and its limit when I is fully saturated.

**Solution.** The field acts on the full populations, not on their deviations, because it tends to equalize them. It changes \(P_1+P_2\) at the rate

\[
-R(P_1-P_3)-R(P_2-P_4)=-2RI,
\]

and \(P_3+P_4\) at the rate \(+2RI\). Half the difference is the change of \(I\), so \(dI/dt\) gains the term \(-2RI\). The sum \(P_1+P_3\) is unaffected, so the equation for \(S\) gains nothing. Whatever happens to S comes through \(\sigma\).

Setting \(dS/dt=0\) gives

\[
S-S_0=\frac{\sigma}{\rho_S}(I_0-I)=\frac{\sigma}{\rho_S}\,sI_0,\qquad s=1-\frac{I}{I_0},
\]

where \(s\) is the degree of saturation. The equilibrium polarizations follow from \(P_a^{\rm eq}\simeq\tfrac14-E_a/4kT\):

\[
I_0=\tfrac12\left(P_1+P_2-P_3-P_4\right)^{\rm eq}=-\frac{\hbar\omega_I}{4kT}=\frac{\gamma_I\hbar B_0}{4kT},\qquad
S_0=\frac{\gamma_S\hbar B_0}{4kT}.
\]

Hence \(I_0/S_0=\gamma_I/\gamma_S\). Define the enhancement \(\eta\) as the fractional change of \(S\) at full saturation, \(s=1\):

\[
\eta=\frac{S-S_0}{S_0}=\frac{\gamma_I}{\gamma_S}\,\frac{\sigma}{\rho_S}.
\]

At partial saturation the fractional change is \(s\eta\). The signal after a given read pulse is proportional to \(S\), so the ratio of the signals with and without saturation is \(1+\eta\), not \(\eta\).

To find \(s\), insert \(S-S_0=(\sigma/\rho_S)(I_0-I)\) into the steady equation for I:

\[
0=\rho_I(I_0-I)-\frac{\sigma^2}{\rho_S}(I_0-I)-2RI .
\]

With \(I_0-I=sI_0\) and \(I=(1-s)I_0\) this becomes \(s(\rho_I-\sigma^2/\rho_S)=2R(1-s)\), so

\[
s=\frac{2R}{2R+\rho_I-\sigma^2/\rho_S}.
\]

Since \(\rho_I\) and \(\rho_S\) are each larger than \(W_0+W_2\ge|\sigma|\) when single flips occur, \(\rho_I-\sigma^2/\rho_S\) is positive. Saturation therefore needs \(2R\gg\rho_I-\sigma^2/\rho_S\).

### (d) How fast does the change appear, and what weakens it?

**Question.** Starting from equilibrium, I is suddenly saturated and kept so. Find \(S(t)\). Then find the steady enhancement when a further mechanism relaxes S alone with rate \(\rho^*\).

**Solution.** With \(I=0\), the equation for S is

\[
\frac{dS}{dt}=-\rho_S(S-S_0)+\sigma I_0=-\rho_S\left[S-S_0(1+\eta)\right],
\]

since \(\sigma I_0=\rho_S\eta S_0\). The bracket decays exponentially from its initial value \(-\eta S_0\), which gives

\[
\frac{S(t)}{S_0}=1+\eta\left(1-e^{-\rho_St}\right).
\]

The irradiation must therefore last several times \(1/\rho_S\) before the steady value is reached.

The extra mechanism replaces \(\rho_S\) by \(\rho_S+\rho^*\) in the equation for S and leaves \(\sigma\) as it was. The steady enhancement becomes

\[
\eta^*=\frac{\gamma_I}{\gamma_S}\frac{\sigma}{\rho_S+\rho^*}=\eta\,\frac{\rho_S}{\rho_S+\rho^*}.
\]

Extra relaxation of I, by contrast, has no effect on \(\eta\) once I is held at zero. It makes saturation harder, because it adds to \(\rho_I\) in the formula for \(s\).

If \(\eta<-1\), a particular leakage makes the signal vanish. The condition \(\eta^*=-1\) gives

\[
\rho^*_{\rm null}=-\frac{\gamma_I}{\gamma_S}\sigma-\rho_S .
\]

### (e) How strongly does the dipolar coupling connect the states?

**Question.** Find the mean squares, over all orientations of the pair axis, of the matrix elements of the dipolar coupling that belong to \(W_0\), \(W_1\) and \(W_2\).

**Solution.** The energy of two magnetic dipoles \(\gamma_I\hbar\mathbf I\) and \(\gamma_S\hbar\mathbf S\), joined by the unit vector \(\mathbf n\), is \(\hbar V\) with

\[
V=d\left[\mathbf I\cdot\mathbf S-3(\mathbf I\cdot\mathbf n)(\mathbf S\cdot\mathbf n)\right],\qquad
d=\frac{\mu_0}{4\pi}\frac{\gamma_I\gamma_S\hbar}{r^3}.
\]

Let \(\theta,\phi\) be the polar angles of \(\mathbf n\), and write \(c=\cos\theta\), \(u=\sin\theta\). Then

\[
\mathbf I\cdot\mathbf n=cI_z+\tfrac12u\left(I_+e^{-i\phi}+I_-e^{i\phi}\right),
\]

and likewise for S. Also \(\mathbf I\cdot\mathbf S=I_zS_z+\tfrac12(I_+S_-+I_-S_+)\). Multiplying out, one reads off three kinds of matrix element.

The flip-flop operators \(I_+S_-\) and \(I_-S_+\) have the coefficient \(d(\tfrac12-\tfrac34u^2)=\tfrac d4(3c^2-1)\). A single flip of S comes from \(-\tfrac32d\,uc\,I_zS_\pm e^{\mp i\phi}\). Since \(I_z=\pm\tfrac12\), its magnitude is \(\tfrac34|d\,uc|\) for both S transitions, and the same holds for a flip of I. The double flip has the coefficient \(-\tfrac34d\,u^2e^{\mp2i\phi}\).

On a sphere \(\langle c^2\rangle=\tfrac13\) and \(\langle c^4\rangle=\tfrac15\). The mean squares are

\[
\begin{aligned}
\text{flip-flop:}\quad&\tfrac{d^2}{16}\langle9c^4-6c^2+1\rangle=\tfrac{d^2}{16}\cdot\tfrac45=\tfrac{d^2}{20},\\
\text{single flip:}\quad&\tfrac{9d^2}{16}\langle c^2-c^4\rangle=\tfrac{9d^2}{16}\cdot\tfrac{2}{15}=\tfrac{3d^2}{40},\\
\text{double flip:}\quad&\tfrac{9d^2}{16}\langle1-2c^2+c^4\rangle=\tfrac{9d^2}{16}\cdot\tfrac{8}{15}=\tfrac{3d^2}{10}.
\end{aligned}
\]

The double flip has six times the mean square of the flip-flop. This difference is the source of a positive \(\sigma\) when the tumbling is fast.

## Second half: tumbling, sign and size of the enhancement

The polarizations obey the Solomon equations with \(\rho_S=W_0+2W_{1S}+W_2\), \(\rho_I=W_0+2W_{1I}+W_2\) and \(\sigma=W_2-W_0\). Saturating I changes S by the fraction \(\eta=(\gamma_I/\gamma_S)\sigma/\rho_S\), and the signal ratio is \(1+\eta\). The signed frequencies are \(\omega=-\gamma B_0\), and \(\hbar V\) is the dipolar coupling of strength \(d\). The mean squares of its matrix elements are \(d^2/20\) for the flip-flop, \(3d^2/40\) for a single flip and \(3d^2/10\) for the double flip. A pump rate \(R\) on the I transitions gives the degree of saturation \(s\), and \(\rho^*\) is extra relaxation of S alone.

### (f) What rates does the tumbling produce?

**Question.** The pair axis undergoes isotropic rotational diffusion with diffusion constant \(D\). Find \(W_0\), \(W_{1I}\), \(W_{1S}\) and \(W_2\) for a weak dipolar coupling.

This part has derived the Solomon equations, the enhancement of S under saturation of I with its build-up and its loss through leakage, and the mean squares of the dipolar matrix elements. It remains to answer question (f) by finding the transition rates that the tumbling produces, and from them the sign and size of the enhancement for 29Si and 15N.
